\section*{Width and energy of an uncharged ferroelectric domain wall, applied to hafnia}

\section*{Problem}

Two ferroelectric domains with polarizations $-P_0$ and $+P_0$ meet at a flat wall. The wall normal is the $x$ axis, and the polarization $P(x)$ points along a fixed direction perpendicular to $x$. The free-energy density is
\begin{equation}
f=-\frac a2P^2+\frac b4P^4+\frac g2\left(\frac{dP}{dx}\right)^2,\qquad a,b,g>0 .
\label{eq:f}
\end{equation}
The data are $P_0=0.5\ \mathrm{C/m^2}$, $a=2\times10^{9}\ \mathrm{m/F}$ and $g=4\times10^{-11}\ \mathrm{J\,m^3/C^2}$.

\begin{enumerate}
\item Find the wall profile and its width.
\item Find the wall energy per area, and show that no other profile joining the two domains has a lower energy.
\item State how the results change if the factors $1/2$ in the quadratic and gradient terms are dropped.
\item The crystal consists of planes a distance $d$ apart. Find how this changes the wall energy, first for small $d$ and then for $d=0.5$ nm, roughly the cell of polar hafnia.
\item Compare the fields that reverse a uniform domain and move a wall, and examine the electrostatic assumptions.
\end{enumerate}

\section*{Solution}

\subsection*{1. Profile and width}

Because $P$ is perpendicular to $x$ and varies along $x$ alone, its divergence vanishes. The wall carries no bound charge, and no electrostatic term is needed in (\ref{eq:f}).

Far from the wall the gradient vanishes, and equilibrium requires
\begin{equation}
-aP+bP^3=0 .
\end{equation}
The root $P=0$ is a maximum of the local energy, since the second derivative there is $-a$. The other roots satisfy $P^2=a/b$, and there the second derivative is $-a+3a=2a>0$. Hence
\begin{equation}
P_0^2=\frac ab,\qquad b=\frac{a}{P_0^2}=8\times10^{9}\ \mathrm{J\,m^5/C^4}.
\end{equation}
The local energy density of a domain is $-aP_0^2/2+aP_0^2/4=-aP_0^2/4$. Measured from this level, the local density is
\begin{equation}
\Delta f=-\frac a2P^2+\frac{a}{4P_0^2}P^4+\frac{aP_0^2}{4}
=\frac{aP_0^2}{4}\left(1-\frac{P^2}{P_0^2}\right)^2 .
\label{eq:df}
\end{equation}
The well depth $aP_0^2/4$ is $1.25\times10^{8}\ \mathrm{J/m^3}$. The wall energy per area is the excess over the domains,
\begin{equation}
\sigma=\int_{-\infty}^{\infty}\left[\Delta f+\frac g2P'^2\right]dx .
\label{eq:sig}
\end{equation}

A small change $\delta P$ that vanishes far away changes $\sigma$ by
\begin{equation}
\delta\sigma=\int\left[(-aP+bP^3)\,\delta P+gP'\,\delta P'\right]dx
=\int\left[-aP+bP^3-gP''\right]\delta P\,dx ,
\end{equation}
after integrating the last term by parts. Since $\delta P$ is arbitrary,
\begin{equation}
gP''=-aP+bP^3 .
\label{eq:el}
\end{equation}
The right side is $d\Delta f/dP$. Multiplication by $P'$ turns both sides into derivatives with respect to $x$:
\begin{equation}
\frac{d}{dx}\left[\frac g2P'^2-\Delta f\right]=0 .
\end{equation}
The bracket is constant, and it vanishes in the domains, so
\begin{equation}
\frac g2P'^2=\Delta f .
\label{eq:first}
\end{equation}
The gradient energy and the local energy are equal at every point of the wall.

For a wall rising from $-P_0$ to $+P_0$ we take the positive root. With (\ref{eq:df}),
\begin{equation}
P'=P_0\sqrt{\frac{a}{2g}}\left(1-\frac{P^2}{P_0^2}\right)
=\frac{P_0}{w}\left(1-\frac{P^2}{P_0^2}\right),\qquad w=\sqrt{\frac{2g}{a}} .
\label{eq:slope}
\end{equation}
Setting $u=P/P_0$ and separating the variables gives
\begin{equation}
\frac{du}{1-u^2}=\frac{dx}{w}\quad\Rightarrow\quad
\operatorname{artanh}u=\frac{x-x_0}{w}\quad\Rightarrow\quad
P=P_0\tanh\frac{x-x_0}{w} .
\label{eq:tanh}
\end{equation}
The constant $x_0$ is the wall position. The energy does not depend on it in the continuum model; we set $x_0=0$.

The ratio $g/a$ has the unit $(\mathrm{J\,m^3/C^2})(\mathrm{F/m})=\mathrm{m^2}$, because $\mathrm{C^2/F}=\mathrm J$. The width is
\begin{equation}
w=\sqrt{\frac{2\times4\times10^{-11}}{2\times10^{9}}}\ \mathrm m
=\sqrt{4\times10^{-20}}\ \mathrm m=0.2\ \mathrm{nm}.
\end{equation}
This is the length in the argument of the hyperbolic tangent. At $x=w$ the polarization has reached $0.76P_0$, so the region between $-w$ and $w$, which is 0.4 nm thick, contains 76\% of the reversal.

\subsection*{2. Energy and proof of the minimum}

By (\ref{eq:first}) the integrand of (\ref{eq:sig}) equals $gP'^2$. Since $P$ rises steadily, $P'dx$ can be replaced by $dP$, and (\ref{eq:slope}) gives
\begin{align}
\sigma&=g\int_{-P_0}^{P_0}P'\,dP
=\frac{gP_0}{w}\int_{-P_0}^{P_0}\left(1-\frac{P^2}{P_0^2}\right)dP\nonumber\\
&=\frac{gP_0}{w}\left(2P_0-\frac{2P_0}{3}\right)=\frac{4gP_0^2}{3w} .
\label{eq:sigma}
\end{align}
Inserting $1/w=\sqrt{a/(2g)}$ gives the equivalent form
\begin{equation}
\sigma=\frac{4}{3\sqrt2}P_0^2\sqrt{ag}=\frac{2\sqrt2}{3}P_0^2\sqrt{ag} .
\end{equation}
With the data,
\begin{equation}
\sigma=\frac{4\,(4\times10^{-11})(0.5)^2}{3\,(2\times10^{-10})}\ \mathrm{J/m^2}
=67\ \mathrm{mJ/m^2}=0.42\ \mathrm{eV/nm^2}.
\end{equation}

Stationarity alone does not prove a minimum. For any profile joining the domains, however, completing the square gives
\begin{equation}
\Delta f+\frac g2P'^2=\frac12\left(\sqrt g\,P'-\sqrt{2\Delta f}\right)^2+P'\sqrt{2g\,\Delta f} .
\end{equation}
The integral of the last term over $x$ is $\int_{-P_0}^{P_0}\sqrt{2g\Delta f}\,dP$, which depends on the end values and not on the path between them. By (\ref{eq:df}) it equals $P_0\sqrt{ag/2}\,(4P_0/3)$, which is $\sigma$. The square cannot be negative, so no profile has a lower energy. Equality requires $\sqrt g\,P'=\sqrt{2\Delta f}$, which is (\ref{eq:slope}).

The competition that sets the width appears when the wall is stretched to $P_0\tanh(x/v)$. With $s=x/v$ and $\int\operatorname{sech}^4s\,ds=4/3$,
\begin{equation}
\sigma(v)=\frac{aP_0^2}{4}\,\frac{4v}{3}+\frac{gP_0^2}{2v^2}\,\frac{4v}{3}
=\frac{aP_0^2v}{3}+\frac{2gP_0^2}{3v}
=\frac\sigma2\left(\frac vw+\frac wv\right),
\end{equation}
where the last step uses $a=2g/w^2$ and (\ref{eq:sigma}). A thick wall holds much material away from the wells, and a thin one has a steep gradient. At $v=w$ each part is 33 mJ/m$^2$; at $v=2w$ the total rises to 83 mJ/m$^2$.

\subsection*{3. The convention matters}

Suppose that the same numbers $a$ and $g$ were coefficients in a density beginning with $-aP^2$, with $P_0$ held fixed.

If the gradient term is $gP'^2$, both coefficients in (\ref{eq:f}) are effectively doubled. Their ratio, and so $w=0.2$ nm, is unchanged, but $\sqrt{ag}$ doubles and the energy becomes 133 mJ/m$^2$.

If the gradient term remains $(g/2)P'^2$, only $a$ is doubled. The width falls by $\sqrt2$ to 0.14 nm, and the energy rises by $\sqrt2$ to 94 mJ/m$^2$. Coefficients are therefore usable only together with the energy expression that defines them.

\subsection*{4. A wall thinner than the cell}

A continuum description assumes that $P$ changes little from one plane to the next. For a wall centred in a 0.5 nm cell, the share of the reversal inside that cell is $\tanh[d/(2w)]=\tanh1.25=0.85$. The assumption fails, and the size of the error must be found.

A simple lattice model with the same $a$, $b$ and $g$ has the energy per area
\begin{equation}
\sigma_d=\sum_i d\,\Delta f(P_i)+\frac{g}{2d}\sum_i(P_{i+1}-P_i)^2 .
\label{eq:lat}
\end{equation}

\paragraph{Small spacing.} Expansion about the midpoint of a bond gives
\begin{equation}
\frac{P(x+d/2)-P(x-d/2)}{d}=P'+\frac{d^2}{24}P'''+\dots
\end{equation}
Its square is $P'^2+(d^2/12)P'P'''$ to this order. Integration by parts turns $\int P'P'''dx$ into $-\int P''^2dx$. The continuum profile is stationary, so its own adjustment does not enter at order $d^2$. Replacing the sum by an integral adds no correction in powers of $d$ for this smooth profile. Hence
\begin{equation}
\sigma_d\simeq\sigma-\frac{gd^2}{24}\int P''^2dx .
\end{equation}
From (\ref{eq:slope}), $P''=-(2P_0/w^2)\,u(1-u^2)$, and $dx=w\,du/(1-u^2)$. Therefore
\begin{equation}
\int P''^2dx=\frac{4P_0^2}{w^3}\int_{-1}^{1}u^2(1-u^2)\,du
=\frac{4P_0^2}{w^3}\left(\frac23-\frac25\right)=\frac{16P_0^2}{15w^3},
\end{equation}
and division by (\ref{eq:sigma}) yields
\begin{equation}
\frac{\sigma_d}{\sigma}\simeq1-\frac{1}{30}\left(\frac dw\right)^2 .
\end{equation}
For $d=0.02$ nm this lowers 66.667 to 66.644 mJ/m$^2$, the value also found by relaxing (\ref{eq:lat}) numerically from a sharp step.

\paragraph{Realistic spacing.} When $d$ is comparable to $w$, the energy depends on where the wall sits. Consider first an unrelaxed wall at $d=0.5$ nm, with every plane at $\pm P_0$. One bond is strained, and the energy is
\begin{equation}
\frac{g}{2d}(2P_0)^2=\frac{2gP_0^2}{d}=40\ \mathrm{mJ/m^2}.
\end{equation}
If instead one plane has $P=0$, that plane costs $d\,aP_0^2/4=62.5$ mJ/m$^2$ and its two bonds cost $gP_0^2/d=20$ mJ/m$^2$, together 82.5 mJ/m$^2$. Letting the planes relax lowers these two energies by 8\% and 1\%. The table gives the relaxed values, together with those for $d=0.25$ nm:

\begin{center}
\begin{tabular}{cccc}
$d$ (nm) & between planes & on a plane & difference\\
\hline
0.25 & 58.6 & 65.8 & 7.2\\
0.50 & 36.9 & 81.7 & 44.8
\end{tabular}
\end{center}

\noindent The energies are in mJ/m$^2$. In both cases the wall between planes is a minimum, and the wall on a plane is a saddle with one unstable direction; a small push either way takes it to a neighbouring minimum.

The difference is the barrier for moving the whole flat wall by one plane. During that motion one plane must pass through $P=0$. With this plane held at zero, giving all planes on one side positive and on the other side negative polarization never raises the energy. In the variables $\rho_i=P_i^2$ the remaining energy is convex: $\Delta f$ is quadratic in $\rho_i$ with positive curvature, and each bond contributes $g/(2d)$ times $\rho_i+\rho_{i+1}-2\sqrt{\rho_i\rho_{i+1}}$, which is convex because the geometric mean $\sqrt{\rho_i\rho_{i+1}}$ is concave. It thus has one minimum, the relaxed wall on a plane, and no path can pass lower.

At $d=0.5$ nm the stable wall of (\ref{eq:lat}) has an energy 45\% below the continuum value. This figure, the table and the factor $1/30$ belong to nearest-neighbour coupling. The value of $g$ does not fix the lattice couplings: with first- and second-neighbour weights $J_1$ and $J_2$ obeying $J_1+4J_2=1$, the long-wave $g$ is unchanged, but the factor becomes $(1+12J_2)/30$ and the unrelaxed sharp wall costs $40(1-2J_2)$ mJ/m$^2$. The continuum result is thus a scale for the energy here, not a precise prediction.

The barrier per cell area of $(0.5\ \mathrm{nm})^2$ is 0.070 eV, or 2.3 times the thermal energy of 0.031 eV at 358 K. This is not an activation energy: moving a flat wall rigidly costs this amount for every cell in its area. A thermally driven wall can advance by reversing a small patch first, whose edge energy is not contained in this one-dimensional model.

\subsection*{5. Fields and electrostatics}

\paragraph{Reversal of a uniform domain.} A field $E$ along $+P$ adds $-EP$ to the energy density, so that $E=-aP+bP^3$ in equilibrium. A domain with negative $P$ loses stability where $dE/dP=-a+3bP^2=0$, at $P=-P_0/\sqrt3$. The field there is
\begin{equation}
E_{\rm u}=\frac{aP_0}{\sqrt3}-\frac{aP_0}{3\sqrt3}=\frac{2aP_0}{3\sqrt3}=3.8\ \mathrm{MV/cm}.
\end{equation}

\paragraph{Motion of the wall.} In the continuum, a displacement $\delta x$ of the wall that enlarges the favoured domain changes the energy per area by $-2P_0E\,\delta x$ to first order in $E$, with no opposing barrier. Any field moves an ideal wall. On the lattice with $d=0.5$ nm, numerical relaxation at zero temperature gives a threshold of 2.7 MV/cm. It lies below $E_{\rm u}$ because a plane next to the favoured domain feels the extra term $(g/d^2)(P_{i+1}+P_{i-1}-2P_i)$, which pulls it toward reversal. The threshold is still 0.69 of a rough breakdown field of 4 MV/cm.

\paragraph{Incomplete screening.} Let a uniform film of thickness $t=10$ nm lie between short-circuited electrodes with a total vacuum-equivalent screening length $\Lambda=0.02$ nm, and let its background permittivity be $\epsilon_b=5$. These are rough values. Zero total voltage and the definition of $D$ give
\begin{equation}
Et+\frac{D}{\epsilon_0}\Lambda=0,\quad D=\epsilon_0\epsilon_bE+P
\quad\Rightarrow\quad
E=-kP,\quad k=\frac{\Lambda}{\epsilon_0(t+\epsilon_b\Lambda)} .
\end{equation}
Here $k=2.2\times10^{8}$ m/F, and the opposing field at fixed $P_0$ is 1.1 MV/cm. If the film responds, $-aP+bP^3=-kP$ gives $P=\sqrt{(a-k)/b}=0.47\ \mathrm{C/m^2}$, a fall of 6\%. The result is sensitive to $\Lambda$: $k$ reaches $a$, and the uniform polar state is lost, at $\Lambda=a\epsilon_0t/(1-a\epsilon_0\epsilon_b)=0.19$ nm, so a poorly screening interface changes the picture.

\paragraph{Wrong orientation.} If $P$ pointed along the wall normal and no free charge were present, with $D=0$ throughout, the field would be $E=-P/(\epsilon_0\epsilon_b)$. The added stiffness $1/(\epsilon_0\epsilon_b)=2.3\times10^{10}$ m/F is 11 times $a$. The total quadratic coefficient becomes positive, and $P=0$ is the only equilibrium. The formulas for $w$ and $\sigma$ then have no domains to connect; a wall of this kind, here tail-to-tail, needs compensating charge, and so does a head-to-head wall.

\paragraph{Comparison with hafnia.} A polarization of 0.5 C/m$^2$ is a rough value for a single domain of polar orthorhombic hafnia; switchable polarizations of polycrystalline films are often lower. The coefficients $a$ and $g$ are model parameters, taken to hold at the temperature of use. Coercive fields of hafnia films are roughly 1 MV/cm, below $E_{\rm u}$ and below the wall threshold for $d=0.5$ nm. That threshold falls steeply with the spacing, to about 0.9 MV/cm at $d=0.25$ nm, so the comparison depends on the lattice model chosen. Nucleation at defects, electrodes and wall steps may also lower the field, but the model does not test it. One assumption that is clearly broken is the slow variation of $P$: within the lattice model it moves the wall energy from 67 to 37 mJ/m$^2$. Strain, other lattice modes and higher gradient terms are also left out, and their effect is not sized here. Most of the individual values are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
domain polarization P0 = 0.50 C/m2
quadratic stiffness a = 2.00e+09 m/F
quartic coefficient b = 8.00e+09 J m5/C4
gradient coefficient g = 4.00e-11 J m3/C2
well depth a P0^2/4 = 1.250e+08 J/m3
tanh width w = 0.2000 nm
full width 2w = 0.4000 nm
P(w)/P0 = 0.7616
wall energy sigma = 66.667 mJ/m2
wall energy sigma = 0.4161 eV/nm2
local part by quadrature = 33.333 mJ/m2
gradient part by quadrature = 33.333 mJ/m2
best trial width = 0.2000 nm
energy of tanh with width 2w = 83.333 mJ/m2
other conventions, same a, g and P0:
 -a P^2, (g/2)P'^2: width = 0.1414 nm
 -a P^2, (g/2)P'^2: energy = 94.28 mJ/m2
 -a P^2, g P'^2: width = 0.2000 nm
 -a P^2, g P'^2: energy = 133.33 mJ/m2
fine lattice spacing = 0.020 nm
fine lattice wall energy = 66.644 mJ/m2
fine lattice largest profile error / P0 = 5.6e-04
hafnia cell (rough) = 0.50 nm
share of reversal within one cell = 0.848
d = 0.25 nm: wall between planes = 58.60 mJ/m2
d = 0.25 nm: wall on a plane = 65.75 mJ/m2
d = 0.25 nm: barrier = 7.15 mJ/m2
d = 0.50 nm: wall between planes = 36.93 mJ/m2
d = 0.50 nm: wall on a plane = 81.73 mJ/m2
d = 0.50 nm: barrier = 44.80 mJ/m2
barrier per cell area, d = 0.50 nm: 0.0699 eV
temperature of use (rough) = 358 K
thermal energy kT = 0.0309 eV
barrier per cell area / kT = 2.27
uniform instability field, formula = 3.849 MV/cm
uniform instability field, relaxation = 3.849 MV/cm
wall-motion field, d = 0.50 nm: 2.744 MV/cm
breakdown field (rough) = 4.0 MV/cm
wall-motion field / breakdown = 0.69
film thickness (rough) = 10.0 nm
total screening length (rough) = 0.020 nm
background permittivity (rough) = 5.0 (relative)
depolarizing field at fixed P0 = 1.118 MV/cm
added stiffness from screening = 2.236e+08 m/F
film polarization after response = 0.4712 C/m2
stiffness 1/(eps0 eps_b) at D = 0: 2.259e+10 m/F
that stiffness / a = 11.29
\end{verbatim}
